Zeta and inverse-cube extrapolation of the helium correlation energy

**Problem**

The correlation energy of the helium atom has been computed by CCSD in the cc-pVDZ, cc-pVTZ, cc-pVQZ and cc-pV5Z basis sets, with cardinal numbers L = 2, 3, 4, 5. In millihartree (mEh),

E₂ = −32.434, E₃ = −39.079, E₄ = −40.897, E₅ = −41.527.

The nucleus is fixed and relativity is neglected. With two electrons there are no excitations beyond doubles, so CCSD is full configuration interaction within each basis, and the remaining error is that of the basis.

Write d_L = E_L − E_{L−1} for the last increment.

(a) Assume that all later increments follow d_l = a l⁻⁴, fix a from d_L, and sum them to infinity.

(b) Assume instead that E_L = E_∞ + B L⁻³, and eliminate B from E_{L−1} and E_L.

(c) Find how the two limits differ at any L ≥ 2 and at large L.

(d) Judge both against an independent limit of −42.043 mEh, and explain what decides which rule is better for a partial-wave expansion.

The independent limit is a 70-term Hylleraas energy, −2903.723 mEh, minus the Hartree–Fock limit, −2861.680 mEh. Enlarging the Hylleraas expansion by its last order changed the energy by about 0.001 mEh, which indicates the uncertainty of the limit, though it does not bound it. Expansions of several hundred terms converge to −2903.724 mEh, which puts the limit at −42.044 mEh. The Gaussian-basis errors quoted below then rise by about 0.001 mEh, and the factor 0.819 becomes 0.821.

**First estimate by scaling**

If the increments fall as l⁻⁴, the missing energy is roughly an integral:

E_∞ − E_L ≈ ∫_L^∞ a l⁻⁴ dl = a/(3L³) = (L/3) d_L,

because a = L⁴ d_L. The inverse-cube law gives the same estimate: its increment is about the derivative −3B L⁻⁴, while the missing energy is −B L⁻³, and their ratio is again L/3.

For L = 5 the increment is −0.630 mEh and

E_∞ ≈ −41.527 + (5/3)(−0.630) = −42.577 mEh.

This lies 0.534 mEh below the independent limit, while the unextrapolated E₅ lies 0.516 mEh above it. The estimated missing energy is about twice the true one, so the estimate has the right order of magnitude but gains nothing in accuracy. It also cannot separate the two rules, which differ by a correction to L/3 of order one. The sums must therefore be done properly.

**Exact solution**

*The zeta rule.* The tail is the full sum minus its first L terms:

E_∞ − E_L = a Σ_{l>L} l⁻⁴ = L⁴ d_L [ζ(4) − Σ_{l=1}^{L} l⁻⁴].

The value of ζ(4) follows from the Fourier series on −π ≤ x ≤ π,

x² = π²/3 + 4 Σ_{n≥1} (−1)ⁿ cos(nx)/n².

Average the square of both sides. The left side gives π⁴/5. On the right the cross terms vanish and cos² averages to 1/2, which gives π⁴/9 + 8ζ(4). Hence ζ(4) = (π⁴/5 − π⁴/9)/8 = π⁴/90, and

E_∞ = E_L + Z_L d_L,
Z_L = L⁴ [π⁴/90 − Σ_{l=1}^{L} l⁻⁴].

*The inverse-cube rule.* Subtracting the two energies gives

d_L = B [L⁻³ − (L−1)⁻³] = −B [L³ − (L−1)³] / [L³(L−1)³].

Since E_∞ − E_L = −B L⁻³, division by d_L yields

E_∞ = E_L + C_L d_L,
C_L = (L−1)³ / [L³ − (L−1)³].

*Which goes further.* In the inverse-cube model d_l = −B g(l) l⁻⁴, where

g(l) = l⁴[(l−1)⁻³ − l⁻³] = l(3l² − 3l + 1)/(l−1)³.

Setting l = m + 1 turns the numerator into (m+1)(3m² + 3m + 1) = 3m³ + 6m² + 4m + 1, so

g = 3 + 6/m + 4/m² + 1/m³.

This decreases with l. Starting from the same d_L, every later inverse-cube increment is thus smaller in magnitude than its l⁻⁴ counterpart, and Z_L > C_L for every L ≥ 2. As d_L is negative, the zeta limit is always the lower one.

*Size of the difference.* Seek a function F(L) = αL⁻³ + βL⁻⁴ + γL⁻⁵ whose differences F(L−1) − F(L) reproduce L⁻⁴. Expanding in 1/L,

(L−1)⁻³ − L⁻³ = 3L⁻⁴ + 6L⁻⁵ + 10L⁻⁶ + …
(L−1)⁻⁴ − L⁻⁴ = 4L⁻⁵ + 10L⁻⁶ + …
(L−1)⁻⁵ − L⁻⁵ = 5L⁻⁶ + …

Matching powers requires 3α = 1, 6α + 4β = 0 and 10α + 10β + 5γ = 0. Thus α = 1/3, β = −1/2, γ = 1/3. Summing the differences from L+1 to infinity leaves F(L), the approximate tail, and multiplication by L⁴ gives

Z_L = L/3 − 1/2 + 1/(3L) + O(L⁻²).

Polynomial division of (L³ − 3L² + 3L − 1) by (3L² − 3L + 1) gives

C_L = L/3 − 2/3 + 2/(9L) + O(L⁻²).

Therefore

Z_L − C_L = 1/6 + 1/(9L) + O(L⁻²).

At large L the rules differ by one sixth of the last increment.

*Numbers at L = 5.* The factors are

Z₅ = 625 (1.0823232 − 1.0803519) = 1.232,
C₅ = 64/61 = 1.049.

Multiplied by −0.630 mEh they add −0.776 and −0.661 mEh to E₅. With unrounded energies the limits are −42.304 mEh (zeta) and −42.188 mEh (inverse cube). They differ by 0.115 mEh, or 0.303 kJ/mol.

**Comparison**

*Gaussian basis sets.* The errors relative to the independent limit, in mEh, are:

L = 3: raw 2.965, zeta −1.060, inverse cube 0.167
L = 4: raw 1.147, zeta −0.515, inverse cube −0.180
L = 5: raw 0.516, zeta −0.260, inverse cube −0.145

Both rules improve on the raw energy and on the scaling estimate at L = 5, and the inverse cube is closer in all three cases. The zeta assumption can be checked on the data: L⁴d_L should be constant, but it runs through −538.2, −465.4 and −394.0 mEh. Equivalently, the effective exponent ln(d_{L−1}/d_L)/ln[L/(L−1)] is 4.51 for the step to L = 4 and 4.75 for the step to L = 5, not 4. Up to L = 5 the increments fall faster than assumed, which suggests that the zeta tail is too long. The independent limit confirms this at L = 5: the factor that would reach it is 0.819, below both Z₅ and C₅, so both rules overshoot.

*The law for partial waves.* A cleaner case is an expansion in the angular momentum l of each electron, with the radial functions nearly complete for each l. Its high-l increments come from the region where the electrons meet. Put λ = l + 1/2, R = (r₁+r₂)/2 and x = r₁ − r₂. The l-th component of 1/r₁₂, with r_< and r_> the smaller and larger radius, is

r_<^l / r_>^{l+1} = (r₁r₂)^{−1/2} (r_</r_>)^λ ≈ (1/R) e^{−q|x|}, q = λ/R.

It is confined to a strip of width R/λ, across which the pair function Ψ is nearly constant. For the radial function multiplied by r₁r₂, the kinetic operator is −∂²/∂x² − (1/4)∂²/∂R² plus the centrifugal term l(l+1)(1/r₁² + 1/r₂²)/2 ≈ q². At large l the R derivative, the total energy and the nuclear attraction are small beside q². So is the electron repulsion, which is of order q at separations of order R/λ. This leaves −∂²/∂x² + q².

To leading order the energy gained by adding component l is the second-order expression, minus the source times its response. The response y to the source e^{−q|x|} obeys −y″ + q²y = e^{−q|x|}, with the solution

y = (1 + q|x|) e^{−q|x|} / (2q²).

For x > 0, y′ = −x e^{−qx}/2 and y″ = (qx − 1)e^{−qx}/2, which satisfies the equation; y′ vanishes at x = 0, so there is no spurious kink. Then

∫ e^{−q|x|} y dx = (1/q²)[1/(2q) + 1/(4q)] = 3/(4q³).

Three factors remain: (4π)²R⁴ from the volume element, 1/R² from the two sources, and the angular average of P_l², which is 1/(2l+1) = 1/(2λ). With 3/(4q³) = 3R³/(4λ³),

d_l = −A (l + 1/2)⁻⁴, A = 6π² ∫₀^∞ R⁵ |Ψ(R,R,0)|² dR,

where Ψ(R,R,0) is the normalized spatial function with both electrons at the same point. Corrections of relative order 1/λ are not derived here. The 70-term Hylleraas function gives A = 74.24 mEh, and larger expansions give 74.23 mEh. The increments at l = 5 and 6 computed with 18 radial functions per l, with a 1/λ correction removed, give 73.39 mEh, about 1% less. Most of this gap is radial incompleteness: radially converged increments give 74.13 mEh, and they lower the exponents that follow by up to 0.01. Their decay exponent is 4.07 in l + 1/2, but 3.73 in l and 4.41 in l + 1.

*The choice of index.* For this law the factor needed after l is

T_l = (l + 1/2)⁴ Σ_{j>l} (j + 1/2)⁻⁴.

Each term is the midpoint value of x⁻⁴ on the interval from j to j+1, so the sum is 1/[3(l+1)³] up to O(l⁻⁵). With n = l + 1,

T_l = (n − 1/2)⁴/(3n³) + O(1/n) = n/3 − 2/3 + O(1/n) = l/3 − 1/3 + O(1/l).

This takes the law as exact. If d_l carries a further factor 1 + c/λ, the tail gains c/(4n⁴) and the division by d_l removes a fraction c/λ, so T_l changes by c/4 − c/3 = −c/12 at large l. For helium the increment at l = 5, with A = 74.24 mEh, gives c ≈ 0.4, a change of about −0.03. This is about a fifth of 1/6: too small to alter the ranking of the two rules, but not negligible in the size of their errors.

For the pure law, comparison with Z_L and C_L gives, at large l:

L = l: zeta is short by 1/6 of d_l, the inverse cube by 1/3.
L = l + 1: zeta is long by 1/6, and the inverse cube is correct to this order.

At l = 5 the increment is −0.0869 mEh, so one sixth of it is 0.0145 mEh in magnitude. The predicted errors for L = l are 0.0145 (zeta) and 0.0290 mEh (inverse cube); the computed ones are 0.0135 and 0.0294 mEh. For L = l + 1 the predictions are −0.0145 and 0, against −0.0146 and 0.0012 mEh. All four computed values are uncertain by a few thousandths of a mEh: going from 14 to 18 radial functions per l still lowered the energy at l = 6 by 0.0027 mEh. With converged radial functions and the converged total energy, the increment is −0.0871 mEh and the four errors become 0.0113, 0.0273, −0.0168 and −0.0010 mEh, each about 0.002 mEh lower. The close match of the 18-function values to the pure law is thus partly accidental. The c term lowers each prediction by about 0.003 mEh, to 0.0116, 0.0261, −0.0175 and −0.0029 mEh, and the radial error happens to offset most of that. The comparison supports the ranking and approximate sizes of the errors, not their last digits.

The same formula thus wins or loses according to whether a set is labelled by l or by l + 1. If the half-integer law held exactly, T_l itself would be the consistent factor. For helium the c term matters at this level: at l = 5 the converged energies need a factor of 1.362, against T₅ = 1.393, about 1.36 for T₅ with the c term, and C₆ = 1.374.

*Limits of the argument.* This explanation does not carry over directly to the Gaussian sets. Their last two increments, −1.818 and −0.630 mEh, are about three times the saturated partial-wave increments for l = 3 and l = 4, −0.554 and −0.198 mEh. Most of each step therefore comes from improving the description of lower partial waves, and for that part the derivation above gives no inverse-fourth-power law. There the success of either rule is an empirical matter.

Extrapolation also magnifies errors in its input. Since E_∞ = (1 + Z_L)E_L − Z_L E_{L−1}, an error in E₅ alone enters the zeta limit multiplied by 2.232, and one in E₄ alone by −1.232. For the inverse cube the corresponding multipliers are 1 + C₅ = 2.049 and −C₅ = −1.049.

Computed results

```
He, fixed nucleus, nonrelativistic; errors = value - limit
Hylleraas terms: 70; energy: -2903.723 mEh
Hylleraas change from order 6 to 7: -0.00117 mEh
Hartree-Fock limit: -2861.680 mEh
correlation limit: -42.043 mEh
CCSD/cc-pVDZ correlation, L=2: -32.434 mEh
L=3: CCSD correlation -39.079, increment -6.644, a=L^4 d -538.2 mEh
  factors: zeta 0.60568, cube 0.42105, needed 0.446
  limits: zeta -43.103, cube -41.876 mEh
  errors: raw 2.965, zeta -1.060, cube 0.167 mEh
L=4: CCSD correlation -40.897, increment -1.818, a=L^4 d -465.4 mEh
  factors: zeta 0.91425, cube 0.72973, needed 0.631
  limits: zeta -42.559, cube -42.223 mEh
  errors: raw 1.147, zeta -0.515, cube -0.180 mEh
  effective decay exponent of increments: 4.51
L=5: CCSD correlation -41.527, increment -0.630, a=L^4 d -394.0 mEh
  factors: zeta 1.23207, cube 1.04918, needed 0.819
  limits: zeta -42.304, cube -42.188 mEh
  errors: raw 0.516, zeta -0.260, cube -0.145 mEh
  effective decay exponent of increments: 4.75
L=5 zeta minus cube: -0.115 mEh = -0.303 kJ/mol
partial waves: 18 radial functions per l, l up to 6
energy change at l=6, 14 to 18 functions: -0.00265 mEh
cusp coefficient A: Hylleraas 74.24, from increments 73.39 mEh
decay exponent l=5 to 6: in l 3.73, in l+1/2 4.07, in l+1 4.41
l=3: total energy -2903.3187, increment -0.5539 mEh, needed factor 0.731
  errors with L=l: zeta 0.0693, cube 0.1716 mEh
  errors with L=l+1: zeta -0.1016, cube 0.0006 mEh
l=4: total energy -2903.5160, increment -0.1973 mEh, needed factor 1.052
  errors with L=l: zeta 0.0271, cube 0.0635 mEh
  errors with L=l+1: zeta -0.0356, cube 0.0005 mEh
l=5: total energy -2903.6029, increment -0.0869 mEh, needed factor 1.387
  errors with L=l: zeta 0.0135, cube 0.0294 mEh
  errors with L=l+1: zeta -0.0146, cube 0.0012 mEh
```
